# Depletion width and maximum field at an n-type silicon electrode

## Question

A flat n-type silicon electrode stands in an electrolyte in the dark at 300 K, with no current flowing. It contains $10^{16}$ donors per cubic centimetre, which is $N=1.0\times10^{-8}$ per cubic angstrom. Its bands bend upward towards the electrolyte by $V=0.50$ eV. Take the relative permittivity of silicon as $\varepsilon=12$, a rounded value.

Use atomic units in the algebra, and eV and angstrom for the numbers.

(a) Derive the depletion width $W$ and the maximum electric field in the depletion approximation.

(b) Evaluate both.

(c) The depletion approximation removes every electron from the layer. Let the electrons follow a Boltzmann distribution instead, derive the surface field, and find the error of the simple result. What happens when the bending is small compared with $kT$?

(d) In what sense does the layer have a width, if its edge is not sharp?

(e) Check that holes may be neglected, and say where else the calculation can fail.

## Model answers

### (a) Width and field

**Conventions.** Let $x$ be the depth below the silicon surface and $U(x)$ the potential energy of an electron, with $U=0$ deep in the crystal and $U(0)=V$. The given 0.50 eV is the change inside the silicon. It is not the electrode potential, which also depends on the reference electrode and on any potential drop in the liquid.

In atomic units the electron has charge $-1$, so $U=-\phi$, where $\phi$ is the electrostatic potential. Poisson's equation is $\phi''=-4\pi\rho/\varepsilon$, with $\rho$ the net density of positive charge. Changing the sign of both sides gives

$$U''=\frac{4\pi\rho}{\varepsilon}.$$

**Charge.** Upward bending raises the energy of electrons near the surface and drives them into the crystal. The ionised donors stay behind. The depletion approximation sets $\rho=N$ for $0<x<W$ and $\rho=0$ for $x>W$. It assumes that the donors are uniform and all ionised, and that nothing varies parallel to the surface. Downward bending would attract electrons instead, and this charge model would not apply.

**Field.** Write $F(x)=-U'(x)$ for the magnitude of the field. The neutral bulk carries no current, so its field is zero. There is no sheet of charge at $x=W$, so the field is continuous there and $F(W)=0$. Inside the layer $F'=-U''=-4\pi N/\varepsilon$. Integrating from $x$ to $W$,

$$F(W)-F(x)=-\frac{4\pi N}{\varepsilon}(W-x),$$

and therefore

$$F(x)=\frac{4\pi N}{\varepsilon}(W-x).$$

The field falls linearly with depth and is largest at the surface. It points from the positive donors towards the electrolyte, so it pushes electrons into the crystal.

**Width.** Since $U(W)=0$, the energy at depth $x$ is the integral of $F$ from $x$ to $W$:

$$U(x)=\int_x^W\frac{4\pi N}{\varepsilon}(W-s)\,ds=\frac{2\pi N}{\varepsilon}(W-x)^2.$$

At the surface this must equal $V$, so $V=2\pi NW^2/\varepsilon$ and

$$W=\sqrt{\frac{\varepsilon V}{2\pi N}}.$$

The maximum field is $F_{\max}=F(0)=4\pi NW/\varepsilon$. The condition for $V$ gives $2\pi NW/\varepsilon=V/W$, so

$$F_{\max}=\frac{4\pi NW}{\varepsilon}=\frac{2V}{W}.$$

The factor 2 has a simple meaning. The mean field is $V/W$, and a field that falls linearly to zero starts at twice its mean.

### (b) Numbers

In eV and angstrom the squared electron charge, equal to 1 in atomic units, must be restored. It is one hartree times one bohr, $e^2=14.40$ eV Å. It multiplies $N$ in both formulas. Then

$$\varepsilon V=12\times0.50\ \text{eV}=6.0\ \text{eV},$$

$$2\pi e^2N=2\pi\times14.40\times1.0\times10^{-8}=9.048\times10^{-7}\ \text{eV/Å}^2,$$

$$W^2=\frac{6.0}{9.048\times10^{-7}}=6.632\times10^{6}\ \text{Å}^2,\qquad W=2575\ \text{Å}.$$

An energy gradient of 1 eV/Å for one electron is a field of 1 V/Å, so

$$F_{\max}=\frac{2\times0.50}{2575}=3.88\times10^{-4}\ \text{V/Å}.$$

The depletion width is about 0.26 micrometre and the maximum field about $3.9\times10^{4}$ V/cm. More than two figures would mean little, because $\varepsilon$ is rounded: with $\varepsilon=11.7$ the width would be 0.254 micrometre, so even the second figure is uncertain. The extra digits above serve the comparisons below, in which $\varepsilon$ is held fixed.

The formulas also show how the result responds to its inputs. Since $W\propto\sqrt{\varepsilon V/N}$ and $F_{\max}\propto\sqrt{NV/\varepsilon}$, a hundredfold increase in doping at the same bending makes the layer ten times thinner and the field ten times stronger. Within the depletion approximation, a fourfold increase in bending doubles both. In equilibrium this rule fails at large bending, where holes gather at the surface, as part (e) explains. A small relative error in $\varepsilon$ produces half that relative error in each result.

### (c) Thermal electrons

**Surface field.** In equilibrium, and for electrons that are not degenerate, the electron density is $n=N\exp(-U/kT)$. It equals $N$ in the bulk, as neutrality requires when holes are neglected. The net charge density is $\rho=N-n$, so

$$U''=\frac{4\pi N}{\varepsilon}\left(1-e^{-U/kT}\right).$$

Multiply both sides by $U'$. Each side is then a derivative with respect to $x$:

$$\frac{d}{dx}\left[\frac{(U')^2}{2}\right]=\frac{4\pi N}{\varepsilon}\,\frac{d}{dx}\left[U+kT\,e^{-U/kT}\right].$$

Integrate from the surface to the bulk. In the bulk $U=0$ and $U'=0$; at the surface $U=V$ and $U'=-F_s$. This gives

$$-\frac{F_s^2}{2}=\frac{4\pi N}{\varepsilon}\left[kT-V-kT\,e^{-V/kT}\right],$$

or

$$F_s^2=\frac{8\pi N}{\varepsilon}\left[V-kT\left(1-e^{-V/kT}\right)\right].$$

**Large bending.** Squaring the result of part (a) gives $F_{\max}^2=(4\pi N/\varepsilon)^2\,\varepsilon V/(2\pi N)=8\pi NV/\varepsilon$. The thermal term therefore lowers the field. When $V\gg kT$ the exponential can be dropped, and

$$\frac{F_{\max}}{F_s}\approx\left(1-\frac{kT}{V}\right)^{-1/2}\approx1+\frac{kT}{2V}+\frac38\left(\frac{kT}{V}\right)^2.$$

At 300 K, $kT=0.02585$ eV. The leading correction is $0.02585/(2\times0.50)=2.59$ percent. The thermal formula gives $F_s=3.78\times10^{-4}$ V/Å, and a numerical solution of the full Poisson equation agrees with it. Relative to this value the simple field is 2.69 percent too high. The second-order term supplies the remaining 0.10 percent.

**Small bending.** When $V\ll kT$, expand $e^{-V/kT}\approx1-V/kT+V^2/[2(kT)^2]$. The square bracket in $F_s^2$ becomes

$$V-kT\left[\frac{V}{kT}-\frac{V^2}{2(kT)^2}\right]=\frac{V^2}{2kT}.$$

Hence

$$F_s^2\approx\frac{4\pi N}{\varepsilon kT}V^2,\qquad F_s\approx\frac{V}{L},\qquad L=\sqrt{\frac{\varepsilon kT}{4\pi N}}.$$

The length $L$ is the Debye length. The field is now proportional to $V$, whereas the depletion formula gives $\sqrt V$. Their ratio is $F_{\max}/F_s\approx\sqrt{2kT/V}$, which grows without limit as $V\to0$. The depletion approximation fails here because a bending much smaller than $kT$ removes only a small fraction of the electrons.

### (d) The meaning of the width

**Equivalent width.** The total charge per unit area of surface is well defined even when the edge is gradual. Dividing it by $N$ gives the width of a fully depleted layer with the same charge:

$$W_Q=\frac1N\int_0^\infty\rho\,dx=\frac{\varepsilon}{4\pi N}\int_0^\infty U''\,dx=\frac{\varepsilon F_s}{4\pi N}.$$

The last step uses $U'=0$ in the bulk and $U'=-F_s$ at the surface. Since $W=\varepsilon F_{\max}/(4\pi N)$, the two widths stand in the same ratio as the two fields:

$$W_Q=W\,\frac{F_s}{F_{\max}}=2575\times\frac{3.78}{3.88}\approx2508\ \text{Å},$$

where the unrounded fields have been used. The charge integrated over the numerical profile gives the same width.

**Shape of the edge.** Far inside the crystal $U\ll kT$, so $1-e^{-U/kT}\approx U/kT$ and Poisson's equation becomes $U''=U/L^2$. The solution that vanishes in the bulk is proportional to $e^{-x/L}$. The bending therefore has an exponential tail, with

$$L=\sqrt{\frac{12\times0.02585}{4\pi\times14.40\times1.0\times10^{-8}}}\approx414\ \text{Å}.$$

The decay length read from the numerical profile agrees with this value.

In that profile the electron density rises from 10 percent of $N$ at 1834 Å to 90 percent at 3262 Å. This transition is about 1430 Å wide, more than half of $W$ itself. At $x=W$, where the simple model switches from no electrons to the full density, the density is already about $0.60N$.

The edge is thus poorly described by a step, yet the surface field is wrong by less than 3 percent. Part (c) shows why: the field depends on the thermal electrons through an energy of about $kT$ subtracted from $V$, and $kT$ is small compared with 0.50 eV. The value of $W$ is a good measure of the stored charge, but not a depth at which the electron density changes abruptly.

### (e) Conditions for the result

**Holes.** Upward bending attracts holes to the surface. Let $n_i$ be the intrinsic carrier density, roughly $1.0\times10^{-14}$ per cubic angstrom. The bulk hole density is $n_i^2/N$, and in equilibrium its surface value is larger by $e^{V/kT}$. Relative to the donors,

$$\frac{p_s}{N}=\left(\frac{n_i}{N}\right)^2e^{V/kT}=10^{-12}\,e^{0.50/0.02585}\approx2.5\times10^{-4}.$$

To find their effect on the field, add the hole density $p=(n_i^2/N)e^{U/kT}$ to $\rho$ and repeat the integration of part (c). The integral of $p$ over $U$ from 0 to $V$ is $kT$ times the difference between the surface and bulk hole densities, or nearly $kT\,p_s$. The square bracket in $F_s^2$ therefore gains $kT\,p_s/N$. Because $F_s$ is the square root of that expression, its relative change is half the relative change of the bracket:

$$\frac{\Delta F_s}{F_s}\approx\frac{kT\,(p_s/N)}{2(V-kT)}\approx6.8\times10^{-6}.$$

The numerical solution with holes included gives the same change. Both numbers scale as $n_i^2$, and $n_i$ is only a rough value, so only their order of magnitude should be trusted. Holes can be neglected here. As long as the holes are not degenerate, however, their surface density grows exponentially with bending, so this conclusion cannot be carried over to a much larger equilibrium bending. Once $kT\,p_s/N$ is comparable with $V$, holes carry a substantial part of the charge, and the donors alone no longer determine the surface field. This requires $p_s$ well above $N$, because the holes are confined to a thin layer at the surface.

**Light and current.** The Boltzmann densities used above assume equilibrium. Illumination or a current through the interface can change the carrier densities, which must then be found together with the potential.

**Discrete donors.** Each donor occupies a mean volume $1/N$. The cube root of this volume, $N^{-1/3}=464$ Å, serves as a typical donor spacing, so the layer is only about 5.5 spacings thick. The donors have been replaced by a uniform charge, and $F_{\max}$ is a field averaged along the surface. It does not describe the field close to an individual donor. The limit matters more for the shape of the edge, because the Debye length, 414 Å, is shorter than the donor spacing. Randomly placed donors, each with the screened potential $e^2e^{-r/L}/(\varepsilon r)$, give $U$ a variance $N\int\left(e^2e^{-r/L}/\varepsilon r\right)^2d^3r=2\pi NLe^4/\varepsilon^2$. The root-mean-square fluctuation in the bulk is thus about 6 meV, or a quarter of $kT$, and it is larger inside the depleted layer, where the electrons that screen it are missing. This is small compared with $V$, so $W$ and the averaged field are little affected, but the depths and densities quoted for the edge in part (d) belong to the uniform-charge model and hold for a real crystal only approximately and on average.

Since $W\propto N^{-1/2}$ at fixed bending, the number of spacings across the layer, $WN^{1/3}$, varies as $N^{-1/6}$. Heavier doping therefore makes the uniform-charge picture slowly worse, because the layer thickness shrinks somewhat faster than the donor spacing.

## Numbers as computed

```
donor density N: 1.0e-08 per cubic angstrom
band bending V: 0.50 eV
relative permittivity (rounded): 12.0
temperature: 300 K
thermal energy kT: 0.02585 eV
squared charge, hartree*bohr: 14.3996 eV angstrom
eps*V: 6.000 eV
2*pi*e^2*N: 9.0476e-07 eV/angstrom^2
W squared: 6.6316e+06 angstrom^2
depletion width W: 2575.2 angstrom
depletion width W, converted: 0.2575 micrometre
maximum field F_max: 3.8832e-04 V/angstrom
maximum field, converted: 3.883e+04 V/cm
mean field V/W: 1.9416e-04 V/angstrom
W from SI quadrature and root: 2575.2 angstrom
surface field, thermal formula: 3.7815e-04 V/angstrom
surface field, full Poisson: 3.7815e-04 V/angstrom
excess of simple field over full: 2.69 percent
estimate kT/(2V): 2.59 percent
equivalent charge width W_Q: 2507.7 angstrom
Debye length, formula: 414.1 angstrom
decay length from numerical tail: 414.1 angstrom
electron density at x=W over N: 0.597
depth where n/N = 0.1: 1834 angstrom
depth where n/N = 0.9: 3262 angstrom
intrinsic density (rough): 1.0e-14 per cubic angstrom
surface hole density over N: 2.51e-04
relative field change from holes: 6.8e-06
mean donor spacing: 464 angstrom
W over donor spacing: 5.55
```
